# Absolute Temperature from One Ideal Diode Driven at Two Currents

An ideal diode at absolute temperature $T$ offers one natural unit of voltage, $kT/q$, where $k$ is Boltzmann's constant and $q$ the elementary charge. Its material and geometry enter through a single quantity, the saturation current $I_s$. If currents $I_1$ and $I_2>I_1$ produce forward voltages $V_1$ and $V_2$ at the same temperature, dimensional analysis gives

$$\Delta V=V_2-V_1=\frac{kT}{q}\,F\!\left(\frac{I_1}{I_s},\frac{I_2}{I_s}\right).$$

Suppose that $I_s$ drops out in some range of currents. Then $F$ can depend only on the ratio $r=I_2/I_1$, so $F=f(r)$. For a third current $I_3=sI_2$, the identity $V_3-V_1=(V_3-V_2)+(V_2-V_1)$ requires $f(rs)=f(r)+f(s)$. Differentiating with respect to $s$ and setting $s=1$ gives $rf'(r)=f'(1)$. Since $f(1)=0$, the smooth solution is $f(r)=f'(1)\ln r$. The form is therefore fixed up to a number. The physics of the junction must supply that number and the range in which $I_s$ really drops out.

Consider a junction whose n side is doped much more heavily than its p side. Most of the forward current is then carried by electrons injected into the p side, which has acceptor density $N$. Let the neutral p region extend from the depletion edge at $x=0$ to a contact at $x=W$. At equilibrium it holds a small electron density $n_0$.

A forward voltage raises the Fermi level of the n side by $qV$ relative to that of the p side. If the electrons cross the depletion layer with little loss, their quasi-Fermi level stays nearly flat across it, so at $x=0$ it lies $qV$ above its equilibrium position. As long as few electrons are injected, the hole density stays near $N$ and the band edge does not move relative to the hole Fermi level. A dilute electron gas has occupation $\exp[-(E-E_F)/kT]$ at energy $E$. Raising its Fermi level $E_F$ by $qV$ multiplies every occupation by the same factor, and therefore

$$n(0)=n_0e^{qV/kT}.$$

The excess density $u=n-n_0$ spreads by diffusion with diffusivity $D$ and decays with lifetime $\tau$. In the steady state

$$D\frac{d^2u}{dx^2}=\frac{u}{\tau},\qquad u(W)=0,$$

where the contact holds the density at equilibrium. With the diffusion length $L=\sqrt{D\tau}$, the solution is

$$u(x)=u(0)\frac{\sinh[(W-x)/L]}{\sinh(W/L)}.$$

Electrons move towards positive $x$. Counting forward current as positive, for junction area $A$,

$$I=-qAD\left.\frac{du}{dx}\right|_{0}=\frac{qAD}{L}\coth\!\left(\frac WL\right)u(0).$$

Because $u(0)=n_0(e^{qV/kT}-1)$, this is the diode law:

$$I=I_s\left(e^{qV/kT}-1\right),\qquad I_s=\frac{qADn_0}{L}\coth\!\left(\frac WL\right).$$

At equilibrium $n_0N=n_i^2$, where $n_i$ is the intrinsic density. For $W\ll L$, the expansion $\coth y\simeq1/y+y/3$ gives

$$I_s\simeq\frac{qADn_i^2}{NW}\left(1+\frac{W^2}{3L^2}\right).$$

The leading factor is the short-base formula. The exponential does not depend on this limit; recombination in the neutral base changes $I_s$ alone.

Solving the diode law for the voltage gives

$$V=\frac{kT}{q}\ln\!\left(1+\frac{I}{I_s}\right)=\frac{kT}{q}\ln\frac{I+I_s}{I_s}.$$

On subtraction the denominators cancel, but the $I_s$ in each numerator remains:

$$\Delta V=\frac{kT}{q}\ln\frac{I_2+I_s}{I_1+I_s}.$$

Factoring $I_2$ and $I_1$ out of the numerators separates the simple law from its correction:

$$\Delta V=\frac{kT}{q}\ln\frac{I_2}{I_1}-\frac{kT}{q}\ln\frac{1+I_s/I_1}{1+I_s/I_2}.$$

The second logarithm is positive because $I_1<I_2$. Its denominator exceeds one and $\ln(1+y)<y$ for $y>0$, so the shortfall is less than $(kT/q)(I_s/I_1)$. Thus, for $I_1\gg I_s$,

$$\Delta V\simeq\frac{kT}{q}\ln\frac{I_2}{I_1},\qquad T=\frac{q\,\Delta V}{k\ln(I_2/I_1)}.$$

The undetermined number $f'(1)$ is one. Proportionality to $T$ also requires the current ratio to stay fixed as the temperature changes.

The opposite limit shows why the condition on the currents is needed. If both currents are far below $I_s$, then $\ln(1+I/I_s)\simeq I/I_s$ and

$$\Delta V\simeq\frac{kT}{q}\frac{I_2-I_1}{I_s}.$$

The ideal diode then acts as a resistor of value $kT/(qI_s)$, and the saturation current no longer cancels. In a real junction, recombination in the depletion layer can add noticeably to such small currents.

As an example, take a small silicon junction used as an on-chip thermometer at 350 K (76.85 °C), driven at 1 and 10 µA. Its area is 400 µm², its acceptor doping $10^{17}$ cm⁻³ and its neutral base width 1000 nm. The electron diffusivity is 15 cm²/s and the lifetime 1 µs. These are rough typical values. The diffusion length is about 39 µm, so the base is short. The band parameters listed in the numerical output give $n_i=4.115\times10^{11}$ cm⁻³. With lengths in centimetres,

$$I_s=\frac{(1.602\times10^{-19})(4\times10^{-6})(15)(4.115\times10^{11})^2}{(10^{17})(10^{-4})}\ \mathrm A=1.63\times10^{-13}\ \mathrm A.$$

Hence $I_s/I_1=1.6\times10^{-7}$, and the simple law applies. With $kT/q=30.1607$ mV and $\ln10=2.30259$,

$$\Delta V=30.1607\times2.30259\ \mathrm{mV}=69.45\ \mathrm{mV}.$$

This can be compared with a calculation that does not assume the exponential law. There the electron density comes from integrating the Fermi–Dirac distribution, the current from a finite-difference solution of the diffusion equation, and the voltages from a root search. The results are $V_1=471.435$ mV and $V_2=540.883$ mV. Their difference agrees with the simple law to the printed 0.0001 mV.

In the same calculation, currents of $3I_s$ and $30I_s$ give 61.76 mV, in agreement with $(kT/q)\ln(31/4)$ and well below 69.45 mV. At $0.001I_s$ and $0.01I_s$ the difference is only 0.270 mV, close to the resistor limit $30.16\times0.009=0.271$ mV.

The cancellation is most visible when the temperature changes. Between 300 and 400 K, with the other device parameters held fixed, $I_s$ rises from $1.35\times10^{-16}$ to $3.51\times10^{-11}$ A, a factor of about 260,000. Over the same range $\Delta V$ rises from 59.53 to 79.37 mV, the ratio 4/3 of the temperatures. Changing the doping from $10^{16}$ to $10^{18}$ cm⁻³ at 350 K, again with all else fixed, lowers $I_s$ a hundredfold and raises $V_1$ from 402 to 541 mV. The difference stays at 69.45 mV. These sweeps describe the ideal diode, with fixed neutral width and diffusivity and with low injection. In a real junction the errors treated below depend on doping: edge motion and injection together shift the reading by several kelvin at $10^{16}$ cm⁻³ and by a few tenths of a kelvin at $10^{18}$ cm⁻³.

A single voltage behaves quite differently. In parabolic bands each density of states contributes a factor $T^{3/2}$, so $n_i^2\propto T^3e^{-E_g/kT}$. Let the gap be $E_g=E_0-aT$ over the range of use, and hold $D$, $N$, $W$ and $A$ fixed. Then $I_s=CT^3e^{-E_g/kT}$ with constant $C$, and for $I\gg I_s$

$$V=\frac{kT}{q}\left(\ln\frac IC-3\ln T\right)+\frac{E_0-aT}{q}.$$

Differentiating at fixed current gives

$$\frac{dV}{dT}=\frac kq\left(\ln\frac IC-3\ln T\right)-\frac{3k}{q}-\frac aq.$$

The expression for $V$ shows that the first and last terms together equal $(V-E_0/q)/T$. Therefore

$$\frac{dV}{dT}=\frac{V-E_0/q}{T}-\frac{3k}{q}.$$

For $E_0=1.20$ eV and $V_1=0.4714$ V this is $-2.34$ mV/K. The single voltage is about twelve times as sensitive as $\Delta V$, whose slope is $(k/q)\ln10=0.198$ mV/K, but its value depends on $I_s$ and so on the individual device. The two-current method gives up sensitivity to remove that dependence.

The small slope makes stray voltages important. If departures from the ideal law shift the two voltages by $\delta V_1$ and $\delta V_2$, the inferred temperature is wrong by

$$\delta T=\frac{q(\delta V_2-\delta V_1)}{k\ln r}.$$

A series resistance $R$ adds $IR$ to each voltage. For a rough value of 20 Ω, the difference grows by $20\ \Omega\times9\ \mu\mathrm A=0.18$ mV, and dividing by 0.198 mV/K gives $+0.91$ K.

The second error arises because $I_s$ depends slightly on voltage. In the depletion layer, of width $d$, the acceptor charge makes the field fall linearly from $qNd/\varepsilon$ to zero, where $\varepsilon$ is the permittivity. The potential drop is the area of this triangle, $qNd^2/(2\varepsilon)$. It equals $V_b-V$, where $V_b$ is the built-in voltage, so

$$d=\sqrt{\frac{2\varepsilon(V_b-V)}{qN}}.$$

Take $\varepsilon=11.7\,\varepsilon_0$, with $\varepsilon_0$ the vacuum permittivity, and place the Fermi level of the heavily doped n side at its conduction-band edge. Then $qV_b$ is the gap less the distance of the p-side Fermi level from the valence band, which gives $V_b=0.926$ V. The layer shrinks from 76.63 nm at $I_1$ to 70.53 nm at $I_2$, and the neutral base widens by the difference. Since $I_s\propto1/W$, the diode needs an extra voltage $(kT/q)(d_1-d_2)/W$ at the larger current. This gives

$$\delta T=\frac{T}{\ln r}\frac{d_1-d_2}{W}=152\ \mathrm K\times\frac{6.10}{1000}=0.93\ \mathrm K.$$

The sharp-edged layer ignores mobile carriers inside it. Electrons spilling over from the n side and holes at the edge take up part of $V_b-V$, and the error varies as $(V_b-V)^{-1/2}$, so this estimate is low; with these carriers kept in Poisson's equation the error is about 1.2 K. A larger current ratio does little to cure the error. To first order, $d_1-d_2=d\,\Delta V/[2(V_b-V)]$ with $\Delta V=(kT/q)\ln r$, so $\ln r$ cancels from the error.

Injection also disturbs the holes. Neutrality requires their density to be $p=N+n$. With no hole current, an electric field $(kT/q)(dp/dx)/p$ must balance hole diffusion, and this field helps the electrons along. The electron current density $J$, counted positive in the forward direction, becomes

$$J=-qD\left(\frac{dn}{dx}+\frac np\frac{dp}{dx}\right)=-qD\,\frac{N+2n}{N+n}\frac{dn}{dx}.$$

Integrating across the base, with $n(W)$ negligible, and writing $\bar n=JW/(qD)$,

$$\bar n=2n(0)-N\ln\!\left[1+\frac{n(0)}N\right]\simeq n(0)+\frac{n(0)^2}{2N}.$$

Thus $n(0)\simeq\bar n-\bar n^2/(2N)$. The junction condition is now $n(0)[N+n(0)]=n_i^2e^{qV/kT}$. In its logarithm the lower $n(0)$ contributes $-\bar n/(2N)$ and the extra holes $+\bar n/N$, so the voltage rises by $(kT/q)\,\bar n/(2N)$. Here $\bar n$ is $1.04\times10^{14}$ cm⁻³ at $I_2$ and a tenth of that at $I_1$, which gives $\delta T=+0.07$ K.

Some electrons recombine inside the depletion layer. For traps at midgap with equal electron and hole lifetimes $\tau$, the Shockley–Read–Hall rate is $(np-n_i^2)/[\tau(n+p+2n_i)]$. At fixed $np=n_i^2e^{qV/kT}$ it is greatest where $n=p$, and there it is below $n_ie^{qV/2kT}/(2\tau)$. Using this value throughout the layer gives

$$I_{\rm rec}=\frac{qAdn_i}{2\tau}e^{qV/2kT}.$$

At fixed total current, the part left for diffusion is smaller by the fraction $I_{\rm rec}/I$, which lowers $V$ by $(kT/q)I_{\rm rec}/I$. The fractions are $2.5\times10^{-3}$ at $I_1$ and $0.73\times10^{-3}$ at $I_2$. The lower voltage is reduced more, so $\Delta V$ increases, and these fractions give $\delta T=+0.27$ K. The peak rate was used throughout the layer, although the true rate falls off on either side of the plane where $n=p$. Both fractions are therefore upper limits. The rate is large only over a width of about $\pi kT/(q\mathcal E)$, where $\mathcal E$ is the field at that plane; at $I_1$ this is roughly 16 nm out of 77 nm. Integrating the rate across the layer gives about 0.05 K for the chosen lifetime, so 0.27 K is several times too high. Recombination at the surface and perimeter of the junction is not included and can add to it.

The two currents also heat the junction unequally. Let the power $P$ flow out through a hemisphere of radius $a_h=\sqrt{A/\pi}$ into silicon of thermal conductivity $\kappa$. Then $P=-2\pi\rho^2\kappa\,dT/d\rho$ at radius $\rho$, and integration outward from $a_h$ gives a temperature rise $P/(2\pi\kappa a_h)$. For $\kappa=120$ W/(m K) the thermal resistance is 117.5 K/W, and the rise at $I_2$ is 0.64 mK. It lowers $V_2$ through the steep slope of a single voltage, while the reading is converted with the shallow slope of $\Delta V$. The result is an error of $-6$ mK, about ten times the heating itself and of opposite sign. A flat isothermal disc of the same radius has the larger resistance $1/(4\kappa a_h)$, which gives about $-10$ mK; either value is negligible here.

The finite value of $I_s$ and the Fermi–Dirac correction for the injected electrons change the reading by less than 1 mK. With the low estimate for edge motion and the high estimate for recombination, whose errors nearly offset each other, the device errors considered here add to about $+2.2$ K, or 0.6% of the absolute temperature. The accuracy of the drive matters too: if the true current ratio is 1% above the assumed one, the reading is high by $T\ln(1.01)/\ln10=1.5$ K.

The sensing junction on a chip can also be the base–emitter junction of a bipolar transistor, and its doping, width, lifetime and resistance vary with the process. The diode modelled here stands for that situation only in rough size. Of the ideal assumptions, the absence of series resistance and the constancy of $I_s$ cost most in this example, roughly 1 K each. Breakdown and band-to-band tunnelling are not a concern: the acceptor charge alone gives a peak junction field of 0.17 MV/cm at zero bias, electrons spilling over from the heavily doped side raise this to about 0.35 MV/cm, forward bias lowers it slightly, and strong band-to-band tunnelling in silicon needs roughly 1 MV/cm. Reducing both currents at fixed ratio, temperature and geometry reduces the resistance error in proportion. The recombination fraction, however, grows roughly as $I^{-1/2}$, because $e^{qV/2kT}\propto I^{1/2}$. The useful currents therefore lie between a lower limit set by recombination and an upper one set by resistance and high injection.

## Values computed for the example and the checks

```
Temperature: 350.0 K = 76.85 deg C
Currents I1, I2: 1.0, 10.0 uA
ln(I2/I1): 2.30259
Junction area: 400 um2
Acceptor doping: 1.0e+17 cm-3
Neutral base width: 1000 nm
Electron diffusivity: 15.0 cm2/s
Electron lifetime: 1.0 us
Diffusion length: 38730 nm
Gap E0 and slope a: 1.20 eV, 2.7e-04 eV/K
Gap at T: 1.1055 eV
State masses, conduction/valence: 1.09, 1.15 m_e
Intrinsic density: 4.115e+11 cm-3
Is, short-base formula: 1.6275e-13 A
Is, reference reverse current: 1.6279e-13 A
Is/I1: 1.63e-07
kT/q: 30.1607 mV
V1, V2 (reference diode): 471.435, 540.883 mV
Delta V (reference diode): 69.4475 mV
Delta V (simple law): 69.4475 mV
Inferred temperature: 350.0001 K
Slope of Delta V: 0.19842 mV/K
Slope of V1, formula: -2.3401 mV/K
Slope of V1, reference diode: -2.3401 mV/K
Temperature sweep: T [K], Is [A], V1 [mV], Delta V [mV]
  300  1.352e-16  587.47  59.5265
  350  1.628e-13  471.44  69.4475
  400  3.511e-11  353.55  79.3675
Doping sweep at 350 K: N [cm-3], Is [A], V1 [mV], Delta V [mV]
  1e+16  1.628e-12  401.99  69.4475
  1e+17  1.628e-13  471.44  69.4475
  1e+18  1.628e-14  540.88  69.4475
Low currents: I1/Is, I2/Is, Delta V [mV], simple law [mV]
  0.001  0.01  0.2700  69.4475
  3  30  61.7598  69.4475
Series resistance: 20 ohm
Depletion widths at I1, I2: 76.63, 70.53 nm
Edge electron density at I2: 1.040e+14 cm-3
Recombination share at I1, I2: 2.50e-03, 7.29e-04
Thermal conductivity: 120 W/(m K)
Thermal resistance: 117.5 K/W
Self-heating at I2: 0.636 mK
Junction field at zero bias: 0.169 MV/cm
T error, finite Is: -2.23e-05 K
T error, degeneracy: 1.40e-04 K
T error, series resistance: 0.907 K
T error, depletion-edge motion: 0.927 K
T error, high injection: 0.071 K
T error, recombination (upper size): 0.270 K
T error, self-heating: -0.0062 K
Sum of these device errors: 2.17 K
T error, current ratio 1% high: 1.512 K
```
